# Disorder scattering and long-range order in a stoichiometric binary superlattice, part 1

(Sections cited here and not found follow in the second part.)

## Site occupations and the order factor

In a binary superlattice of stoichiometric composition, the residual resistivity caused by atoms on the wrong sites obeys, to lowest Born order,

$$\rho(S)=\rho(0)\,(1-S^2),$$

where $S$ is the Bragg-Williams order parameter. It is one when every atom sits on its own sublattice and zero when the two species are spread evenly over all sites. The prefactor $\rho(0)$ is proportional to $\nu(1-\nu)$, where $\nu$ is the fraction of sites that belong to the first sublattice.

The law holds under four conditions. The occupations of different sites are statistically independent once the mean occupation of each sublattice is given, which is the mean-field assumption of Bragg and Williams. Exchanging one species for the other changes the potential by a fixed function centred on the site, so there is no lattice distortion and no dependence on the neighbours. The electrons scatter equally strongly from both sublattices. Finally, the carrier density, the mass and the Fermi surface stay the same as the order changes. Phonons are left out, so $\rho$ is the part of the resistivity that is due to static disorder. Hartree atomic units are used, in which $\hbar$, the electron mass and the elementary charge equal one.

Let the crystal have $N$ sites at positions $\mathbf R_j$. A fraction $\nu$ of them forms the sublattice $\alpha$, and the remaining fraction $1-\nu$ forms the sublattice $\beta$. Stoichiometric composition means that the fraction of A atoms is also $\nu$, so that A atoms can fill $\alpha$ while B atoms fill $\beta$. Let $p_\alpha$ be the probability that an $\alpha$ site holds an A atom, and $p_\beta$ the probability that a $\beta$ site does. The order parameter is

$$S=p_\alpha-p_\beta .$$

The composition supplies a second equation. The $\alpha$ sites contribute $\nu p_\alpha$ A atoms per site of the crystal and the $\beta$ sites contribute $(1-\nu)p_\beta$, so

$$\nu p_\alpha+(1-\nu)p_\beta=\nu .$$

Inserting $p_\alpha=p_\beta+S$ gives $\nu S+p_\beta=\nu$. Therefore

$$p_\beta=\nu(1-S),\qquad p_\alpha=\nu(1-S)+S=\nu+(1-\nu)S .$$

For $S=0$ both probabilities equal $\nu$. For $S=1$ they are $p_\alpha=1$ and $p_\beta=0$. The second relation can also be read as $S=(p_\alpha-\nu)/(1-\nu)$, which measures the excess of A atoms on $\alpha$ against the largest excess possible. At this composition the two definitions of $S$ agree.

The potential felt by an electron depends on which atom occupies each site. Let $n_j=1$ if site $j$ holds an A atom and $n_j=0$ if it holds a B atom. If $v_A$ and $v_B$ are the potentials of the two atoms and $\Delta v=v_A-v_B$, the total potential is

$$V(\mathbf r)=\sum_j\left[v_B(\mathbf r-\mathbf R_j)+n_j\,\Delta v(\mathbf r-\mathbf R_j)\right].$$

Write $p_j$ for the mean of $n_j$, which is $p_\alpha$ or $p_\beta$ according to the sublattice. Adding and subtracting $p_j$ splits the potential into its average over configurations and a fluctuation:

$$V=\overline V+\delta V,\qquad \delta V(\mathbf r)=\sum_j(n_j-p_j)\,\Delta v(\mathbf r-\mathbf R_j).$$

The average $\overline V$ contains the same two potentials, $v_B+p_\alpha\Delta v$ and $v_B+p_\beta\Delta v$, repeated over the superlattice. It is periodic. Its eigenstates are Bloch states, which keep their crystal momentum and carry a current without decay. It therefore causes no resistance by itself, although it does depend on $S$.

That dependence is easily found. Let $\chi_j$ be one on $\alpha$ and zero on $\beta$. Both mean occupations are then contained in

$$p_j=\nu+S(\chi_j-\nu).$$

Suppose that all sites together form one simple translation lattice, the parent lattice, and that the $\alpha$ sites form a coarser one that contains the origin. Let $\mathbf Q$ be a reciprocal vector of the coarser lattice but not of the parent lattice. The sum of $e^{-i\mathbf Q\cdot\mathbf R_j}$ over all sites then vanishes, while each $\alpha$ site contributes one. The amplitude per site of the average occupation is

$$\frac1N\sum_j p_j\,e^{-i\mathbf Q\cdot\mathbf R_j}=\frac SN\sum_{j\in\alpha}1=\nu S .$$

These are the superlattice Bragg amplitudes. For $\nu=1/4$ and $S=0.8$ the amplitude is $0.20$. Order thus moves part of the scattering power out of the diffuse background and into sharp Bragg components, which shape the electron states but do not degrade the current.

The current is degraded by $\delta V$. The electron states are taken as plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt{N\Omega}$, where $\Omega$ is the volume per atom. This is the picture of nearly free electrons, in which the average potential changes the states little. It fails for states close to a plane where a Bragg component opens a gap, because there even a weak periodic potential mixes two plane waves strongly.

With $\mathbf q=\mathbf k'-\mathbf k$, the matrix element for scattering from $\mathbf k$ to $\mathbf k'$ is

$$V_{\mathbf k'\mathbf k}=\frac1{N\Omega}\int e^{-i\mathbf q\cdot\mathbf r}\,\delta V(\mathbf r)\,d^3r .$$

In the term of site $j$ the integration variable is shifted by $\mathbf R_j$. This takes a factor $e^{-i\mathbf q\cdot\mathbf R_j}$ out of the integral and leaves the same integral for every site,

$$u(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\,\Delta v(\mathbf r)\,d^3r .$$

Hence

$$V_{\mathbf k'\mathbf k}=\frac{u(\mathbf q)}{N\Omega}\sum_j(n_j-p_j)\,e^{-i\mathbf q\cdot\mathbf R_j}.$$

The Born rate needs the squared modulus, averaged over configurations. Squaring the sum gives a double sum over sites:

$$\left\langle|V_{\mathbf k'\mathbf k}|^2\right\rangle=\frac{|u(\mathbf q)|^2}{N^2\Omega^2}\sum_{i,j}\left\langle(n_i-p_i)(n_j-p_j)\right\rangle e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .$$

For $i\ne j$ the average of the product is the product of the averages, because the occupations are independent, and each factor has zero mean. Those terms vanish. For $i=j$ the exponential is one. Since $n_j$ is either zero or one, $n_j^2=n_j$, and

$$\left\langle(n_j-p_j)^2\right\rangle=\langle n_j\rangle-2p_j\langle n_j\rangle+p_j^2=p_j-p_j^2=p_j(1-p_j).$$

There are $\nu N$ sites of the first kind and $(1-\nu)N$ of the second. The mean squared matrix element becomes

$$\left\langle|V_{\mathbf k'\mathbf k}|^2\right\rangle=\frac{|u(\mathbf q)|^2}{N\Omega^2}\,X,$$

$$X=\nu p_\alpha(1-p_\alpha)+(1-\nu)p_\beta(1-p_\beta).$$

The number $X$ is the mean variance of the occupation of a site about the average for its own sublattice. It contains all the information about order that enters here.

The probabilities found above are now inserted. From $1-p_\alpha=(1-\nu)(1-S)$ and $1-p_\beta=1-\nu+\nu S$ one has

$$\nu p_\alpha(1-p_\alpha)=\nu(1-\nu)(1-S)\left[\nu+(1-\nu)S\right],$$

$$(1-\nu)p_\beta(1-p_\beta)=\nu(1-\nu)(1-S)\left[1-\nu+\nu S\right].$$

The prefactors are equal. The two brackets add to $\nu+1-\nu+(1-\nu)S+\nu S=1+S$, so that

$$X=\nu(1-\nu)(1-S)(1+S)=\nu(1-\nu)(1-S^2).$$

This is the order factor. It holds for any $\nu$, not just for equal numbers of A and B atoms. For $\nu\ne1/2$ the separate sublattice terms are not proportional to $1-S^2$; their sum is.

An example shows the arithmetic. For an AB$_3$ superlattice, $\nu=1/4$, at $S=0.8$, the probabilities are $p_\alpha=0.85$ and $p_\beta=0.05$. Then

$$X=0.25\times0.85\times0.15+0.75\times0.05\times0.95=0.0319+0.0356=0.0675 .$$

The fully disordered crystal has $X=0.25\times0.75=0.1875$. The ratio is $0.36=1-0.8^2$. Both sublattices hold the same number of wrong atoms, $0.25\times0.15=0.75\times0.05=0.0375$ per site of the crystal. Each term is this number times the fraction of right atoms on the sublattice, which is $0.95$ on $\beta$ and $0.85$ on $\alpha$, so $\beta$ contributes slightly more.

The appearance of $S^2$ has a direct statistical meaning, which also covers compositions away from stoichiometry. Let the fraction of A atoms be $c$, and let $L=p_\alpha-p_\beta$. The composition condition is now $\nu p_\alpha+(1-\nu)p_\beta=c$, which gives $p_\alpha=c+(1-\nu)L$ and $p_\beta=c-\nu L$. The mean of the squared probabilities is

$$\nu p_\alpha^2+(1-\nu)p_\beta^2=c^2+\left[\nu(1-\nu)^2+(1-\nu)\nu^2\right]L^2=c^2+\nu(1-\nu)L^2,$$

because the terms linear in $L$, which are $2c\nu(1-\nu)L$ and $-2c(1-\nu)\nu L$, cancel. Subtracting this from the mean probability $c$ gives

$$X=c(1-c)-\nu(1-\nu)L^2 .$$

The first term is the variance of the occupation of a site picked at random from the whole crystal. The second is the part of that variance which comes from the systematic difference between the sublattices. This part is periodic and feeds the Bragg components. What is left scatters diffusely. At $c=\nu$ the two terms have the same prefactor and $L=S$, which restores the factor $1-S^2$.

At other compositions of a mixed crystal the prefactors differ, and the scattering cannot vanish. The one exception is $c=1-\nu$, where the two species merely exchange their sublattices. Take $\nu=0.25$ and $c=0.30$. At the greatest possible order every $\alpha$ site holds an A atom, and the surplus of $0.05$ per site is spread over $\beta$, so that $p_\beta=0.05/0.75=0.0667$. Then $X=0.75\times0.0667\times0.9333=0.0467$. Without order, $X=0.30\times0.70=0.21$. About 22 per cent of the disorder scattering therefore survives. This is why the composition must be fixed at the stoichiometric value for the law to hold.

Near perfect order the law can be recovered by counting defects. Per site of the crystal, the number of B atoms on $\alpha$ is $\nu(1-p_\alpha)=\nu(1-\nu)(1-S)$. The number of A atoms on $\beta$ is $(1-\nu)p_\beta$, which has the same value, since each misplaced A atom leaves room for a misplaced B atom. The total number of wrong atoms per site is $2\nu(1-\nu)(1-S)$. The order factor reduces to the same expression when $S$ is close to one, because then $1+S\approx2$. Few defects scatter independently, each with the strength $|u|^2$ of one exchanged atom.

Near $S=0$ the scattering changes by a term of second order in $S$. A small amount of long-range order therefore lowers the resistivity little: at $S=0.5$ the scattering is still three quarters of its value without order.

Independent occupations fix the numbers of atoms on each sublattice on average, whereas a given crystal has definite numbers. The difference can be calculated. Let a sublattice with $N_s$ sites hold $M_s=p_sN_s$ A atoms, with all arrangements equally likely. The probability that two given sites both hold A atoms is $M_s(M_s-1)/[N_s(N_s-1)]$. The covariance of their occupations is then

$$p_s\left[\frac{p_sN_s-1}{N_s-1}-p_s\right]=-\frac{p_s(1-p_s)}{N_s-1}.$$

It is negative because an A atom on one site leaves fewer for the others. Consider a vector $\mathbf q$ for which the phases $e^{-i\mathbf q\cdot\mathbf R_j}$ add to zero over the sublattice. This is the case for every $\mathbf q$ allowed by periodic boundary conditions, apart from the reciprocal vectors of the superlattice. The phase factors of all pairs with $i\ne j$ then add to $-N_s$, since including the terms $i=j$ must give zero. The contribution of the sublattice to the double sum is

$$N_sp_s(1-p_s)+\frac{N_sp_s(1-p_s)}{N_s-1}=N_sp_s(1-p_s)\,\frac{N_s}{N_s-1}.$$

The correction factor tends to one as the crystal grows. It matters in small cells. Take 12 sites with 3 on $\alpha$ and 9 on $\beta$, and place two A atoms on $\alpha$ and one on $\beta$. Then $S=2/3-1/9=5/9$. The two sublattices contribute $3\times\tfrac29\times\tfrac32=1$ and $9\times\tfrac8{81}\times\tfrac98=1$, so the diffuse scattering per site is $2/12=0.167$. The large-crystal law gives $0.130$. At these $\mathbf q$ a small periodic cell with fixed atom numbers thus overstates the disorder scattering, here by 29 per cent of the large-crystal value. The excess is balanced by a deficit at the reciprocal vectors of the superlattice. The average over all allowed $\mathbf q$ is unchanged, because it equals the mean variance of the site occupations.

For a stoichiometric crystal with independent site occupations, the mean squared matrix element for disorder scattering has been shown to be proportional to $\nu(1-\nu)(1-S^2)$. It remains to derive the resistivity from it and to examine how the law changes with unequal sublattice weights, short-range order and scattering beyond the Born approximation.
